# Dissolution time of a buried layer of interstitial clusters: test program

```python
"""Dissolution time of a layer of interstitial clusters below a surface.

Result under test: N clustered interstitials per area at depth R, which pin
the free concentration at C_pin, dissolve to a perfect surface sink in
    t = N R / P,   P = D (C_pin - C_eq),
with a filling correction -R^2/(3 D) and no loss to the bulk.
Also tested: extended cluster profiles, a supersaturation factor, an imperfect
surface, an open bulk, and release proportional to the remaining clusters.

Symbols: N areal density (cm^-2), R depth (cm), D diffusivity (cm^2/s),
P transport product (cm^-1 s^-1), C_eq equilibrium concentration (cm^-3).
The numerical side evolves the total (free + clustered) interstitial content
by finite volumes; the flux out of the layer is an outcome, not an input.
"""
import numpy as np

NM = 1e-7  # one nanometre in cm


def dissolution_time(x, clusters, D, C_pin, C_eq=0.0, surface_velocity=None,
                     stop_fraction=0.0, proportional=False):
    """Time (s) at which the clustered fraction has fallen to stop_fraction.

    x: node depths (cm), x[0] = 0 is the surface; no flux at the last node.
    clusters: clustered interstitials per area assigned to each node (cm^-2).
    """
    h = np.diff(x)
    volume = np.empty_like(x)
    volume[0], volume[-1] = h[0] / 2, h[-1] / 2
    volume[1:-1] = (h[:-1] + h[1:]) / 2
    has_clusters = clusters > 0
    free = np.where(has_clusters, C_pin, C_eq).astype(float)
    total = free + clusters / volume
    mobile_share = np.where(has_clusters, C_pin / total, 1.0)
    dt = 0.3 * h.min() ** 2 / D
    to_left = D * dt / h / volume[:-1]
    to_right = D * dt / h / volume[1:]
    initial = clusters.sum()
    for step in range(1, 400001):
        difference = free[1:] - free[:-1]
        total[:-1] += to_left * difference
        total[1:] -= to_right * difference
        if surface_velocity is None:
            total[0] = C_eq
        else:
            total[0] -= surface_velocity * (free[0] - C_eq) * dt / volume[0]
        if proportional:
            free = total * mobile_share
        else:
            free = np.minimum(total, C_pin)
        if step % 10 == 0:
            remaining = np.dot(total - free, volume)
            if remaining <= (stop_fraction + 1e-9) * initial:
                return step * dt
    raise RuntimeError("clusters did not dissolve within the step limit")


# Model parameters
N = 1e14
R = 50 * NM
P = 1e6
D = 1e-11
C_pin = P / D

# Thin layer, perfect sink, closed bulk
x_thin = np.arange(11) * 5 * NM
layer = np.zeros_like(x_thin)
layer[-1] = N
flux = P / R
t_simple = N * R / P
filling = R ** 2 / (3 * D)
t_thin = dissolution_time(x_thin, layer, D, C_pin)
t_half = dissolution_time(x_thin, layer, D, C_pin, stop_fraction=0.5)
# 0.25 s covers the grid error of the filling term and the sampling in time
assert abs(t_thin - (t_simple - filling)) < 0.25
assert abs(t_half - (t_simple / 2 - filling)) < 0.25

# Extended profiles: the mean depth decides
x_wide = np.arange(17) * 5 * NM
inside = x_wide > 17.5 * NM
box = np.where(inside, 1.0, 0.0)
ramp = np.where(inside, x_wide - 15 * NM, 0.0)
extended = {}
for name, shape in (("box", box), ("ramp", ramp)):
    profile = N * shape / shape.sum()
    mean_depth = np.dot(profile, x_wide) / N
    simulated = dissolution_time(x_wide, profile, D, C_pin)
    predicted = N * mean_depth / P
    # the free inventory, left out of the prediction, is below one percent
    assert abs(simulated / predicted - 1) < 0.01
    extended[name] = (mean_depth, predicted, simulated)

# The given product read as the equilibrium product D C_eq
S = 101.0
D_fast = 1e-9
C_eq = P / D_fast
t_super = N * R / ((S - 1) * P)
t_super_sim = dissolution_time(x_thin, layer, D_fast, S * C_eq, C_eq=C_eq)
assert abs(t_super_sim / t_super - 1) < 0.01

# Imperfect surface sink
surface_length = 10 * NM
k = D / surface_length
t_surface = N * (R + surface_length) / P
t_surface_sim = dissolution_time(x_thin, layer, D, C_pin, surface_velocity=k)
assert abs(t_surface_sim / t_surface - 1) < 0.01

# Open bulk below the layer
steps = 5 * NM * 1.05 ** np.arange(1, 86)
x_open = np.concatenate([x_thin, x_thin[-1] + np.cumsum(steps)])
layer_open = np.zeros_like(x_open)
layer_open[10] = N
b = 1 / np.sqrt(np.pi * D)
root_t = R * (-b + np.sqrt(b ** 2 + (N / P - R / (3 * D)) / R))
t_open = root_t ** 2
bulk_uptake = 2 * P * np.sqrt(t_open / (np.pi * D))
t_open_sim = dissolution_time(x_open, layer_open, D, C_pin)
assert abs(t_open_sim - t_open) < 1.0       # grid error; the shift is far larger
assert t_simple - t_open_sim > 20.0         # the bulk loss is really resolved

# Release proportional to the remaining clusters: exponential decay
t_e = dissolution_time(x_thin, layer, D, C_pin,
                       stop_fraction=np.exp(-1), proportional=True)
t_e2 = dissolution_time(x_thin, layer, D, C_pin,
                        stop_fraction=np.exp(-2), proportional=True)
assert abs(t_e / t_simple - 1) < 0.01
assert abs(t_e2 / (2 * t_simple) - 1) < 0.01

print(f"Clustered interstitials N: {N:.1e} cm^-2")
print(f"Layer depth R: {R / NM:.1f} nm = {R:.1e} cm")
print(f"Transport product P: {P:.1e} cm^-1 s^-1")
print(f"Diffusivity D: {D:.1e} cm^2/s")
print(f"Pinned excess concentration: {C_pin:.1e} cm^-3")
print(f"Steady flux to surface P/R: {flux:.2e} cm^-2 s^-1")
print(f"Dissolution time N R/P: {t_simple:.1f} s = {t_simple / 60:.2f} min")
print(f"Filling correction R^2/(3D): {filling:.2f} s")
print(f"Corrected time, formula: {t_simple - filling:.2f} s")
print(f"Thin layer, simulated time: {t_thin:.2f} s")
print(f"Thin layer, simulated half-time: {t_half:.2f} s")
for name, (depth, predicted, simulated) in extended.items():
    print(f"Profile {name}, mean depth: {depth / NM:.2f} nm")
    print(f"Profile {name}, N<x>/P: {predicted:.1f} s")
    print(f"Profile {name}, simulated time: {simulated:.1f} s")
print(f"Supersaturation case, S: {S:.0f} (dimensionless)")
print(f"Supersaturation case, D: {D_fast:.1e} cm^2/s")
print(f"Supersaturation case, C*: {C_eq:.1e} cm^-3")
print(f"Supersaturation case, formula: {t_super:.3f} s")
print(f"Supersaturation case, simulated: {t_super_sim:.3f} s")
print(f"Imperfect surface, length D/k: {surface_length / NM:.1f} nm")
print(f"Imperfect surface, velocity k: {k:.1e} cm/s")
print(f"Imperfect surface, formula: {t_surface:.1f} s")
print(f"Imperfect surface, simulated: {t_surface_sim:.1f} s")
print(f"Open bulk, formula: {t_open:.1f} s")
print(f"Open bulk, simulated: {t_open_sim:.1f} s")
print(f"Open bulk, uptake by bulk: {bulk_uptake:.2e} cm^-2")
print(f"Open bulk, share of N: {100 * bulk_uptake / N:.1f} percent")
print(f"Open bulk, estimate 2R/sqrt(pi D t) at t = N R/P: "
      f"{100 * 2 * R / np.sqrt(np.pi * D * t_simple):.1f} percent")
print(f"Proportional release, simulated 1/e time: {t_e:.1f} s")
print(f"Proportional release, simulated 1/e^2 time: {t_e2:.1f} s")
print("finished without a failed check")
```

Running it gives:

```
Clustered interstitials N: 1.0e+14 cm^-2
Layer depth R: 50.0 nm = 5.0e-06 cm
Transport product P: 1.0e+06 cm^-1 s^-1
Diffusivity D: 1.0e-11 cm^2/s
Pinned excess concentration: 1.0e+17 cm^-3
Steady flux to surface P/R: 2.00e+11 cm^-2 s^-1
Dissolution time N R/P: 500.0 s = 8.33 min
Filling correction R^2/(3D): 0.83 s
Corrected time, formula: 499.17 s
Thin layer, simulated time: 499.35 s
Thin layer, simulated half-time: 249.30 s
Profile box, mean depth: 50.00 nm
Profile box, N<x>/P: 500.0 s
Profile box, simulated time: 500.9 s
Profile ramp, mean depth: 60.00 nm
Profile ramp, N<x>/P: 600.0 s
Profile ramp, simulated time: 601.0 s
Supersaturation case, S: 101 (dimensionless)
Supersaturation case, D: 1.0e-09 cm^2/s
Supersaturation case, C*: 1.0e+15 cm^-3
Supersaturation case, formula: 5.000 s
Supersaturation case, simulated: 4.993 s
Imperfect surface, length D/k: 10.0 nm
Imperfect surface, velocity k: 1.0e-05 cm/s
Imperfect surface, formula: 600.0 s
Imperfect surface, simulated: 599.0 s
Open bulk, formula: 460.9 s
Open bulk, simulated: 461.2 s
Open bulk, uptake by bulk: 7.66e+12 cm^-2
Open bulk, share of N: 7.7 percent
Open bulk, estimate 2R/sqrt(pi D t) at t = N R/P: 8.0 percent
Proportional release, simulated 1/e time: 500.2 s
Proportional release, simulated 1/e^2 time: 1001.0 s
finished without a failed check
```
